\section*{Exchange integrals and same-spin pair energies of real d orbitals}

\section*{Question}

I am working on a Hubbard correction for a $d$ shell and want to keep the orbital dependence of the interaction instead of using one averaged exchange constant. An exercise asks me to tabulate the exchange integrals between the real orbitals $xy$, $yz$, $z^2$, $xz$, $x^2-y^2$. They should come out as $C$, $B+C$, $3B+C$ or $4B+C$, where $A$, $B$, $C$ are the Racah parameters. I must then show that the interaction energy of two electrons with the same spin runs from $A-8B$ to $A+4B$.

I started from complex orbitals and Gaunt coefficients, and I am lost in sums over $m$. I also don't understand the upper end of the range. Two $d$ electrons with parallel spins form the terms $^3F$ and $^3P$, and I have seen $^3P$ given as $A+7B$. Why does the range stop at $A+4B$? Is there a derivation that stays with the real orbitals?

\section*{Answer}

There is. Write each real $d$ orbital as a $3\times3$ matrix, and every exchange integral follows from one short matrix product. Your remark about $^3P$ is also right: the pair energies in the exercise are expectation values of single determinants, and most of them are not term energies.

\subsection*{Conventions}

All five orbitals share one real radial function, $\phi_a(\mathbf r)=R(r)Y_a(\mathbf n)$ with $\mathbf n=\mathbf r/r$, and the interaction is $1/r_{12}$ in atomic units. With
\begin{equation}
(ab|cd)=\iint \phi_a(\mathbf r)\phi_b(\mathbf r)\frac{1}{|\mathbf r-\mathbf r'|}\phi_c(\mathbf r')\phi_d(\mathbf r')\,d^3r\,d^3r',
\end{equation}
the direct and exchange integrals are $J_{ab}=(aa|bb)$ and $K_{ab}=(ab|ab)$. A determinant with two same-spin electrons in $a$ and $b$ has interaction energy $J_{ab}-K_{ab}$.

The expansion $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\mathbf n\cdot\mathbf n')$ produces the Slater integrals
\begin{equation}
F^k=\iint R(r)^2R(r')^2\,\frac{r_<^k}{r_>^{k+1}}\,r^2r'^2\,dr\,dr',
\end{equation}
and the Racah parameters are defined by
\begin{equation}
A=F^0-\tfrac19F^4,\qquad B=\tfrac1{49}\left(F^2-\tfrac59F^4\right),\qquad C=\tfrac{5}{63}F^4 .
\label{racah}
\end{equation}

A real $d$ harmonic is a quadratic form in $\mathbf n$ with a symmetric, traceless matrix:
\begin{equation}
Y_a=\sqrt{\tfrac{15}{8\pi}}\;\mathbf n^TQ_a\mathbf n,\qquad \mathrm{tr}\,Q_aQ_b=\delta_{ab}.
\end{equation}
The prefactor follows from the sphere average $\langle n_in_jn_kn_l\rangle=(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$. The first term gives traces, which vanish, so $\int Y_aY_b\,d\Omega=\frac{15}{8\pi}\,4\pi\,\frac{2}{15}\,\mathrm{tr}\,Q_aQ_b=\delta_{ab}$. The matrices are
\begin{equation}
Q_{z^2}=\tfrac{1}{\sqrt6}\,\mathrm{diag}(-1,-1,2),\qquad Q_{x^2-y^2}=\tfrac1{\sqrt2}\,\mathrm{diag}(1,-1,0),
\end{equation}
while $Q_{xy}$ has $1/\sqrt2$ in the positions $(x,y)$ and $(y,x)$ and zeros elsewhere, and likewise for $yz$ and $xz$.

\subsection*{The quadrupole part of the exchange}

$K_{ab}$ is the electrostatic self-repulsion of the product density $\phi_a\phi_b$. Its angular part is an even polynomial of degree four, so only $k=0,2,4$ occur:
\begin{equation}
K_{ab}=\sum_{k}w_kF^k,\qquad w_k=\iint Y_aY_b(\mathbf n)\,P_k(\mathbf n\cdot\mathbf n')\,Y_aY_b(\mathbf n')\,d\Omega\,d\Omega'.
\end{equation}
For $a\neq b$, orthogonality gives $w_0=(\int Y_aY_b\,d\Omega)^2=0$. For $k=2$ the addition theorem reads $P_2(\mathbf n\cdot\mathbf n')=\frac{4\pi}{5}\sum_cY_c(\mathbf n)Y_c(\mathbf n')$, where $c$ runs over the five $d$ harmonics, so
\begin{equation}
w_2=\frac{4\pi}{5}\sum_c\left(\int Y_aY_bY_c\,d\Omega\right)^2 .
\end{equation}

The triple integral needs the average of six components of $\mathbf n$, which is $1/105$ times the sum over the 15 ways of pairing the indices. A pairing that joins the two indices of one matrix gives a trace and vanishes. In the others, the first index of $Q_a$ can go to any of four indices of $Q_b$ and $Q_c$. Its second index must then go to the other matrix, with two choices, and the last pair is fixed. These $4\times2=8$ pairings all give $\mathrm{tr}\,Q_aQ_bQ_c$, because the matrices are symmetric. Hence
\begin{equation}
\int Y_aY_bY_c\,d\Omega=\left(\tfrac{15}{8\pi}\right)^{3/2}\frac{32\pi}{105}\,\mathrm{tr}\,Q_aQ_bQ_c .
\end{equation}
Since $Q_c$ is symmetric, only the symmetric part of $Q_aQ_b$ contributes to the trace:
\begin{equation}
\mathrm{tr}\,Q_aQ_bQ_c=\mathrm{tr}\,SQ_c,\qquad S=\tfrac12(Q_aQ_b+Q_bQ_a).
\end{equation}
For $a\ne b$, $S$ is traceless, so it can be expanded in the five $Q_c$, and $\sum_c(\mathrm{tr}\,SQ_c)^2=\mathrm{tr}\,S^2$. Collecting factors,
\begin{equation}
w_2=\frac{4\pi}{5}\cdot\frac{3375}{512\pi^3}\cdot\frac{1024\pi^2}{11025}\,\mathrm{tr}\,S^2=\frac{24}{49}\,\mathrm{tr}\,S^2 .
\label{w2}
\end{equation}

\subsection*{All real d orbitals repel themselves equally}

The $k=4$ part can be had without further integrals of this kind. Take any real combination $\phi=\sum_ac_a\phi_a$, with matrix $Q=\sum_ac_aQ_a$. Its self-repulsion $(\phi\phi|\phi\phi)$ is a polynomial of degree four in $Q$ and does not change when the orbital is rotated. Rotate $Q$ to diagonal form. The result is a polynomial in the eigenvalues $\lambda_1,\lambda_2,\lambda_3$, and it is symmetric, because a $90^\circ$ rotation about one axis exchanges the other two. It can therefore be built from $e_1=\sum\lambda_i$, $e_2=\sum_{i<j}\lambda_i\lambda_j$ and $e_3=\lambda_1\lambda_2\lambda_3$. Here $e_1=0$, and the only product of $e_2$ and $e_3$ of degree four is $e_2^2$. Since $e_2=-\frac12\mathrm{tr}\,Q^2$,
\begin{equation}
(\phi\phi|\phi\phi)=U\,(\mathrm{tr}\,Q^2)^2=U\Big(\sum_ac_a^2\Big)^2
\label{selfU}
\end{equation}
with one constant $U$. The orbital $z^2$ looks quite unlike $xy$, yet both have the same self-repulsion.

Now put $\phi=c_1\phi_a+c_2\phi_b$. The density is $c_1^2\phi_a^2+2c_1c_2\phi_a\phi_b+c_2^2\phi_b^2$. In its self-repulsion, the coefficient of $c_1^2c_2^2$ is $2J_{ab}+4K_{ab}$; in $U(c_1^2+c_2^2)^2$ it is $2U$. Therefore
\begin{equation}
J_{ab}+2K_{ab}=U\qquad(a\neq b).
\label{sumrule}
\end{equation}

To find $U$, use $z^2$, for which $Y=\sqrt{5/4\pi}\,P_2(\cos\theta)$. From $P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4$,
\begin{equation}
Y_{z^2}^2=\frac1{4\pi}\left(1+\tfrac{10}{7}P_2+\tfrac{18}{7}P_4\right).
\end{equation}
A term $a_kP_k/4\pi$ in an axial density contributes $a_k^2/(2k+1)^2$ to the coefficient of $F^k$, because $\int P_k(\mathbf n\cdot\mathbf n')P_k(\cos\theta')\,d\Omega'=\frac{4\pi}{2k+1}P_k(\cos\theta)$ and $\int P_k^2\,d\Omega=\frac{4\pi}{2k+1}$. Both $\frac{10}7/5$ and $\frac{18}7/9$ equal $\frac27$, so
\begin{equation}
U=F^0+\tfrac4{49}F^2+\tfrac4{49}F^4=A+4B+3C .
\label{U}
\end{equation}
To check the last form with (\ref{racah}): the $F^4$ terms of $A+4B+3C$ are $-\frac{49}{441}-\frac{20}{441}+\frac{105}{441}=\frac{36}{441}=\frac4{49}$.

\subsection*{The remaining coefficient and the general formula}

The argument for (\ref{sumrule}) used only rotational invariance, so it also holds for a contact interaction in the angles. Since $4\pi\delta(\mathbf n-\mathbf n')=\sum_k(2k+1)P_k(\mathbf n\cdot\mathbf n')$, this amounts to replacing $F^k$ by $2k+1$. For a contact interaction $J_{ab}=K_{ab}$, so (\ref{sumrule}) becomes $3K_{ab}=U$, with $U=1+\frac{4}{49}(5+9)=\frac{15}7$. Thus, for every pair,
\begin{equation}
5w_2+9w_4=\tfrac57,\qquad w_4=\tfrac5{63}-\tfrac59w_2 .
\end{equation}
Return to the Coulomb interaction:
\begin{equation}
K_{ab}=w_2F^2+w_4F^4=w_2\left(F^2-\tfrac59F^4\right)+\tfrac5{63}F^4=49\,w_2B+C .
\end{equation}
With (\ref{w2}) this is
\begin{equation}
K_{ab}=C+\beta_{ab}B,\qquad \beta_{ab}=24\,\mathrm{tr}\,S^2 .
\label{K}
\end{equation}

\subsection*{The table}

There are three kinds of product.

First, one matrix is diagonal, $\mathrm{diag}(d_x,d_y,d_z)$, and the other is off-diagonal, say $Q_{ij}$. Then $S=\frac12(d_i+d_j)Q_{ij}$ and $\beta=6(d_i+d_j)^2$. For $z^2$ with $xy$ this is $6\cdot\frac46=4$; for $z^2$ with $xz$ or $yz$ it is $6\cdot\frac16=1$. For $x^2-y^2$ with $xy$ it is $0$; with $xz$ or $yz$ it is $6\cdot\frac12=3$.

Second, both are diagonal: $S=\frac1{\sqrt{12}}\mathrm{diag}(-1,1,0)$, so $\mathrm{tr}\,S^2=\frac16$ and $\beta=4$.

Third, both are off-diagonal. For $xy$ and $yz$, $S$ has the entry $\frac14$ in the positions $(x,z)$ and $(z,x)$. Then $\mathrm{tr}\,S^2=\frac18$ and $\beta=3$; the other two pairs follow by renaming axes.

Equation (\ref{sumrule}) supplies $J=U-2K$, and the same-spin pair energy is
\begin{equation}
J_{ab}-K_{ab}=U-3K_{ab}=A+4B-3\beta_{ab}B .
\label{pair}
\end{equation}

\begin{center}
\begin{tabular}{llll}
Pairs & $K$ & $J$ & $J-K$\\ \hline
$xy$ with $x^2-y^2$ & $C$ & $A+4B+C$ & $A+4B$\\
$z^2$ with $xz$, $yz$ & $B+C$ & $A+2B+C$ & $A+B$\\
$xy,yz,xz$ mutually; & & & \\
$x^2-y^2$ with $xz$, $yz$ & $3B+C$ & $A-2B+C$ & $A-5B$\\
$z^2$ with $xy$, $x^2-y^2$ & $4B+C$ & $A-4B+C$ & $A-8B$
\end{tabular}
\end{center}

The order of the last column requires $B>0$. For the bare interaction this is guaranteed: $r_<^2/r_>^3\ge r_<^4/r_>^5$ gives $F^2\ge F^4>\frac59F^4$. For fitted or screened parameters it is a condition to check. If $B$ were zero, all ten exchange integrals would equal $C$ and all pair energies would equal $A$.

The smallest exchange has a simple picture. The product of $xy$ and $x^2-y^2$ varies as $\sin4\varphi$ around the $z$ axis. It has no quadrupole part, $w_2=0$, and its self-repulsion comes from $F^4$ alone. Because $J=U-2K$ by (\ref{sumrule}), the smallest exchange comes with the largest direct integral in the table, and $J-K=U-3K$ is then the highest pair energy.

\subsection*{Where the 3P term went}

The ten same-spin pair states of a $d$ shell split into $^3F$ (seven orbital states) and $^3P$ (three). The determinant of $a$ and $b$ is in general a mixture; let $p$ be its $^3P$ weight. Then $\langle L^2\rangle=12(1-p)+2p=12-10p$.

The same average follows from $L^2=l_1^2+l_2^2+2\,\mathbf l_1\cdot\mathbf l_2$. The first two terms give $6+6$. In the determinant, $\langle\mathbf l_1\cdot\mathbf l_2\rangle=\mathbf l_{aa}\cdot\mathbf l_{bb}-|\mathbf l_{ab}|^2$, and $\mathbf l_{aa}=0$ for a real orbital, because $\mathbf l$ is Hermitian and purely imaginary. So $\langle L^2\rangle=12-2|\mathbf l_{ab}|^2$, and
\begin{equation}
p=\tfrac15|\mathbf l_{ab}|^2 .
\end{equation}

Act with $\mathbf l=-i\,\mathbf r\times\nabla$ on $xy$: $l_x$ gives a multiple of $xz$, $l_y$ a multiple of $yz$, and $l_z(xy)=-i(x^2-y^2)$. None of these contains $z^2$, so the pair $(z^2,xy)$ has $p=0$. It is pure $^3F$, and the table gives $E(^3F)=A-8B$. With normalized functions, $l_z(\sqrt2\,xy)=-2i\,(x^2-y^2)/\sqrt2$, so the pair $(xy,x^2-y^2)$ has $|\mathbf l_{ab}|^2=4$ and $p=\frac45$. The interaction does not couple terms of different $L$, hence
\begin{equation}
A+4B=\tfrac15(A-8B)+\tfrac45E(^3P)\quad\Rightarrow\quad E(^3P)=A+7B .
\end{equation}

This answers your second question. Even the highest pair in the table is one fifth $^3F$, and that admixture pulls it from $A+7B$ down to $A+4B$. A pure $^3P$ state needs a combination of several determinants of real orbitals.

The two ends also hold for any orthonormal pair of real $d$ orbitals, not just for the standard five, since (\ref{pair}) was derived for such a pair. The upper bound follows from $\mathrm{tr}\,S^2\ge0$. The lower one holds because $J-K=A-8B+15Bp$ with $p\ge0$.

\subsection*{Numbers for a free ion}

Take Mn$^{2+}$, $3d^5$, in its sextet state, with the $3d$ radial function from unrestricted Hartree--Fock in the def2-TZVP basis. The Slater integrals are $F^0=22.8334$, $F^2=10.6287$ and $F^4=6.6254$~eV, so
\begin{align}
A&=22.8334-6.6254/9=22.097\ \text{eV},\\
B&=(10.6287-3.6808)/49=0.1418\ \text{eV}\quad(1144\ \text{cm}^{-1}),\\
C&=5\times6.6254/63=0.5258\ \text{eV}\quad(4241\ \text{cm}^{-1}).
\end{align}
The four exchange integrals are then $0.526$, $0.668$, $0.951$ and $1.093$~eV: the largest is about twice the smallest. The pair energies are $22.66$, $22.24$, $21.39$ and $20.96$~eV, a spread of $12B=1.70$~eV. For two $d$ electrons with these integrals the $^3P$ term, $A+7B$, lies at $23.09$~eV, above all of them. The last digits depend on the basis. With def2-QZVP, $F^0$ rises by $0.009$~eV, while $F^2$ and $F^4$ change by about $0.001$~eV or less. Then $A$, $U$ and every pair or term energy move up by about $0.01$~eV and the sum over ten pairs by $0.09$~eV; the exchange integrals and the spread $12B$ keep the digits shown. The numerical output lists all ten pairs, with $J$ and $K$ taken from the full Coulomb tensor of Gaussian two-electron integrals; they agree with the table to rounding error.

For your Hubbard correction, compare this with an averaged exchange. The ten values of $\beta$ add up to $0+2\cdot1+5\cdot3+2\cdot4=25$, so the mean exchange is $C+\frac52B=0.880$~eV. By (\ref{pair}) the mean pair energy is
\begin{equation}
A+4B-\tfrac{15}2B=A-\tfrac72B=F^0-\tfrac1{14}(F^2+F^4),
\end{equation}
where the $F^4$ terms combine as $-\frac19+\frac5{126}=-\frac1{14}$. Numerically, $22.833-1.232=21.601$~eV. The constant $(F^2+F^4)/14=1.232$~eV is thus larger than the mean exchange integral. The difference arises because the mean direct integral between different orbitals, $21.601+0.880=22.481$~eV, is already below $F^0$.

In the half-filled high-spin shell all ten pairs are present, the interaction energy within the shell is $10A-35B=216.01$~eV, and the average loses nothing. For two electrons it does: assigning $21.60$~eV to every pair is $0.64$~eV too high for $(z^2,xy)$ and $1.06$~eV too low for $(xy,x^2-y^2)$, relative to the orbital-resolved values.

\subsection*{Conditions}

The derivation above needs real orbitals. For the complex orbital $\phi=(\phi_a+i\phi_b)/\sqrt2$ with $a=x^2-y^2$ and $b=xy$, which has $m=2$, the density is $|\phi|^2=\frac12(\phi_a^2+\phi_b^2)$. Its self-repulsion is $\frac14(2U+2J_{ab})=U-K_{ab}=U-C$, here $23.72$~eV instead of $24.24$~eV, so (\ref{selfU}) fails.

The orbitals must also share one radial function, and the interaction must be rotationally invariant. In a solid, different hybridization of the $e_g$ and $t_{2g}$ orbitals, or anisotropic screening, breaks these assumptions, and three parameters need no longer suffice.

Finally, the numbers above are bare Hartree--Fock integrals. They leave out correlation, screening by other electrons, relativity and spin--orbit coupling, so they should not be used directly as Hubbard parameters of a manganese compound.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Mn2+ 3d5 sextet, UHF/def2-TZVP, bare Coulomb integrals
UHF total energy = -1149.08700 hartree
F0 = 22.8334 eV
F2 = 10.6287 eV
F4 = 6.6254 eV
A = 22.0972 eV
B = 0.1418 eV
C = 0.5258 eV
B = 1144 cm^-1, C = 4241 cm^-1, C/B = 3.708
self-repulsion of any real d orbital, U = 24.2419 eV
self-repulsion of complex m=2 orbital = 23.7161 eV
From the Coulomb tensor: J, K, J-K in eV; (K-C)/B; (J-K-A)/B; 3P weight
   xy,x2-y2  23.1902  0.5258  22.6644  -0.000   4.000  0.800
   yz,z2     22.9067  0.6676  22.2390   1.000   1.000  0.600
   z2,xz     22.9067  0.6676  22.2390   1.000   1.000  0.600
   xy,yz     22.3395  0.9512  21.3883   3.000  -5.000  0.200
   xy,xz     22.3395  0.9512  21.3883   3.000  -5.000  0.200
   yz,xz     22.3395  0.9512  21.3883   3.000  -5.000  0.200
   yz,x2-y2  22.3395  0.9512  21.3883   3.000  -5.000  0.200
   xz,x2-y2  22.3395  0.9512  21.3883   3.000  -5.000  0.200
   xy,z2     22.0559  1.0930  20.9629   4.000  -8.000  0.000
   z2,x2-y2  22.0559  1.0930  20.9629   4.000  -8.000  0.000
lowest same-spin pair energy, A-8B = 20.9629 eV
highest same-spin pair energy, A+4B = 22.6644 eV
width of the range, 12B = 1.7015 eV
300 random real pairs: J-K from 20.9714 to 22.6417 eV
3F term (7 states) = 20.9629 eV
3P term (3 states) = 23.0898 eV
mean exchange over ten pairs = 0.8803 eV
(F2+F4)/14 = 1.2324 eV
mean same-spin pair energy = 21.6010 eV
sum over ten pairs, 10A-35B = 216.0096 eV
largest deviation of table from formulas = 5.1e-14 eV
\end{verbatim}
